# Local potential of the hydrogen 2s–1s pseudo-orbital that vanishes at the origin

## Question

I am working on an exercise in Phillips–Kleinman theory. Hydrogen 1s is treated as if it were a core orbital, and 1s is mixed into 2s so that the result vanishes at the nucleus:

$$\chi(r)=R_{2s}(r)+c\,R_{1s}(r),\qquad \chi(0)=0 .$$

I must then invert the radial equation to find the local potential that has $\chi$ as an eigenfunction at the 2s energy, and show that it behaves as $3/r^2$ near zero and as $-1/r$ far out.

I get the wrong coefficient. If $\chi$ vanishes at the origin, then $\chi\sim r$, so $u=r\chi\sim r^2$ and $u''/(2u)=1/r^2$, not $3/r^2$. I also don't see how an s state can produce a centrifugal-looking term at all, or why mixing in 1s leaves the Coulomb tail alone. Finally, once I have this local potential, can I use it in place of the Phillips–Kleinman operator?

## Answer

Your inversion is right, but the assumption $\chi\sim r$ is not. When the values of the two orbitals cancel at the origin, their slopes cancel too, so $\chi$ starts as $r^2$. The rest follows from that.

I use Hartree atomic units, with energies in hartree and lengths in bohr. The normalized radial functions and their energies are

$$R_{1s}=2e^{-r},\quad E_1=-\tfrac12,\qquad R_{2s}=\tfrac{1}{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2},\quad E_2=-\tfrac18 .$$

Hydrogen has no core electrons, so calling 1s a core orbital is purely formal. It does give a case in which every step can be done in closed form.

### Why you may mix in 1s

Let $H$ be the hydrogen Hamiltonian, and add the Phillips–Kleinman operator:

$$H_{PK}=H+(E_2-E_1)\,|1s\rangle\langle 1s| .$$

Act with it on $|2s\rangle+c|1s\rangle$. The first term gives $E_2|2s\rangle+cE_1|1s\rangle$. In the second, $\langle1s|2s\rangle=0$ leaves $(E_2-E_1)c|1s\rangle$. The sum is

$$E_2|2s\rangle+cE_1|1s\rangle+c(E_2-E_1)|1s\rangle=E_2\big(|2s\rangle+c|1s\rangle\big).$$

The operator has lifted 1s to the energy of 2s, so any mixture of the two is an eigenfunction, and $c$ is free. Your condition at the origin fixes it:

$$c=-\frac{R_{2s}(0)}{R_{1s}(0)}=-\frac{1/\sqrt2}{2}=-\frac{1}{2\sqrt2}\approx-0.354 .$$

Since $cR_{1s}=-e^{-r}/\sqrt2$, the pseudo-orbital is

$$\chi=\frac{1}{\sqrt2}\left[\left(1-\frac r2\right)e^{-r/2}-e^{-r}\right].$$

Its squared norm is $1+c^2=9/8$, not 1. This does not affect the potential, because a constant factor in $u$ drops out of $u''/u$.

### Where the missing power of $r$ comes from

Expand both terms in the bracket:

$$\left(1-\frac r2\right)e^{-r/2}=1-r+\frac38r^2-\frac1{12}r^3+\dots$$

$$e^{-r}=1-r+\frac12r^2-\frac16r^3+\dots$$

The constants cancel, as you required, and so do the linear terms. What remains is

$$\sqrt2\,\chi=-\frac{r^2}{8}+\frac{r^3}{12}+\dots$$

This is the nuclear cusp condition at work. Insert $R=a(1+\alpha r+\beta r^2+\dots)$ into the s-wave equation

$$-\frac12R''-\frac1rR'-\frac1rR=ER .$$

The terms in $1/r$ give $-\alpha-1=0$, so $\alpha=-1$ whatever the energy. Two s orbitals in the same Coulomb field therefore have the same ratio of slope to value at the nucleus, and a combination that removes the value removes the slope as well.

The terms in $r^0$ give $-\beta-2\beta+1=E$, where the $+1$ comes from $-\alpha$. Hence

$$\beta=\frac{1-E}{3}.$$

This coefficient does depend on energy: it is $1/2$ for 1s and $3/8$ for 2s. Since $E_1\neq E_2$, the quadratic terms cannot cancel, and $\chi$ starts at $r^2$, no higher.

### Inverting the radial equation

With $u=r\chi$ and $l=0$, the radial equation is $-\tfrac12u''+Vu=E_2u$. Solving for $V$ wherever $u\neq0$ gives

$$V(r)=E_2+\frac{u''(r)}{2u(r)} .$$

If $u\sim r^p$ near zero, then $u''/(2u)\sim p(p-1)/(2r^2)$. Your $p=2$ gives $1/r^2$, which is correct for a function that vanishes linearly. Here $p=3$, and

$$V\sim\frac{3\cdot2}{2r^2}=\frac{3}{r^2}.$$

This equals the centrifugal term $l(l+1)/(2r^2)$ for $l=2$, but no angular momentum is involved. The radial equation sees only $u$, and a function that starts as $r^3$ needs the same repulsion whether the cause is a d-type angular factor or, as here, a cancellation between two s functions.

For the whole potential, it is easiest to use the equations that the two orbitals already obey. Write $u_1=rR_{1s}$ and $u_2=rR_{2s}$. Each satisfies $u_i''=-\frac2ru_i-2E_iu_i$, so

$$u''=u_2''+cu_1''=-\frac2r\,u-2E_2u_2-2E_1cu_1 .$$

Now replace $u_2$ by $u-cu_1$:

$$u''=-\frac2r\,u-2E_2u+2(E_2-E_1)\,c\,u_1 .$$

Divide by $2u$ and add $E_2$. The two $E_2$ terms cancel, leaving

$$V=-\frac1r+(E_2-E_1)\frac{cR_{1s}}{\chi}.$$

The second term is the Phillips–Kleinman operator acting on $\chi$, divided by $\chi$. To simplify it, take $-e^{-r}/\sqrt2$ out of $\chi$:

$$\chi=-\frac{e^{-r}}{\sqrt2}\,D(r),\qquad D(r)=1+\left(\frac r2-1\right)e^{r/2}.$$

The prefactor is $cR_{1s}$, so the ratio is $1/D$. With $E_2-E_1=3/8$,

$$\boxed{V(r)=-\frac1r+\frac{3}{8}\,\frac{1}{1+\left(\frac r2-1\right)e^{r/2}}}$$

Could the denominator vanish somewhere? Put $x=r/2$, so that $D=1+(x-1)e^x$. Then $D=0$ at $x=0$, and $dD/dx=xe^x>0$ for $x>0$. So $D$ is positive for all $r>0$. The potential has no pole there, $\chi$ has no node, and the correction to $-1/r$ is repulsive everywhere.

### Near the nucleus

Expand $D$ using

$$(x-1)e^x=\sum_{n\ge1}\frac{x^n}{(n-1)!}-\sum_{n\ge0}\frac{x^n}{n!}=-1+\sum_{n\ge2}\frac{n-1}{n!}x^n .$$

The $-1$ cancels the $1$ in $D$, so

$$D=\frac{x^2}{2}\left(1+\frac{2x}{3}+\frac{x^2}{4}+\frac{x^3}{15}+\dots\right).$$

The reciprocal of the bracket is found order by order. The coefficient of $x^2$ is $\frac49-\frac14=\frac7{36}$, and that of $x^3$ is $2\cdot\frac23\cdot\frac14-\frac8{27}-\frac1{15}=-\frac4{135}$. The prefactor is $\frac38\cdot\frac2{x^2}=\frac3{r^2}$. Therefore

$$\frac{3}{8D}=\frac3{r^2}\left(1-\frac r3+\frac{7r^2}{144}-\frac{r^3}{270}+\dots\right)=\frac3{r^2}-\frac1r+\frac7{48}-\frac r{90}+\dots$$

Adding the nuclear attraction gives

$$V=\frac3{r^2}-\frac2r+\frac7{48}-\frac r{90}+O(r^2).$$

The Coulomb singularity has not been removed. Its coefficient has doubled, but the stronger $3/r^2$ repulsion covers it.

This matters if you use such a potential in quantum Monte Carlo. For an s trial function with $u\sim r^p$, the leading part of the local energy near the nucleus is $[3-p(p-1)/2]/r^2$. It cancels for $p=3$, but a weaker divergence can remain: for $u\sim r^3(1-ar)$ the kinetic part is $-3/r^2+3a/r$, so the local energy keeps a term $(3a-2)/r$ unless $a=2/3$, the value that $r\chi$ has. An s function that is finite and nonzero at the nucleus has $p=1$, and its local energy diverges as $3/r^2$. For $l>0$ the centrifugal term adds $l(l+1)/2$ to the bracket, so $p=3$ no longer cancels it.

### Far from the nucleus

Mixing in 1s leaves the tail alone because 1s decays as $e^{-r}$ and 2s as $e^{-r/2}$, apart from powers of $r$. Far out, $u$ is therefore proportional to $fe^{-r/2}$ with $f=r^2-2r$, and

$$\frac{u''}{u}\to\frac14+\frac{f''-f'}{f}=\frac14+\frac{4-2r}{r(r-2)}=\frac14-\frac2r .$$

Half of this is $\frac18-\frac1r$. Adding $E_2=-\frac18$ leaves $-1/r$.

The closed form also gives the size of the correction. For large $r$ the exponential dominates $D$, so

$$V+\frac1r\simeq\frac{3}{8}\,\frac{e^{-r/2}}{r/2-1}=\frac34\,\frac{e^{-r/2}}{r-2}.$$

At $r=20$ bohr this is about $1.9\times10^{-6}$ hartree. The tail carries the full nuclear charge because there are no core electrons here to screen it.

### What the potential looks like

At $r=0.1$ bohr, the four terms of the expansion give

$$300-20+0.1458-0.0011=280.145\ \text{hartree},$$

which agrees with the inverted potential to the digits shown. The leading term alone gives 300, so the limit is approached slowly: $r^2V\approx3-2r$, which is 2.98 at $r=0.01$ bohr. Cut at four terms, the expansion is a short-range tool; the full series converges out to the nearest complex zero of $D$, at $|r|=15.5$ bohr. At 8 bohr the four terms give $-0.146$ hartree where the potential is $-0.123$, while $-1/r=-0.125$ is already within 2% of the potential.

In between, $r=2$ can be done by hand. There $D=1$, so

$$V(2)=-\frac12+\frac38=-\frac18=E_2 ,$$

and $r=2$ bohr is the inner classical turning point. The outer one is at 7.84 bohr. The potential changes sign at 1.68 bohr and has its minimum at 3.14 bohr (1.66 Å), where $V=-0.218$ hartree ($-5.94$ eV). So there is a repulsive centre, a shallow well, and then the Coulomb tail.

### What is special about this value of $c$

Write the general mixture, up to a constant factor, as

$$\left(1-\frac r2\right)e^{-r/2}+k\,e^{-r},\qquad k=2\sqrt2\,c .$$

Your orbital has $k=-1$. The same derivation gives

$$V_k=-\frac1r+\frac38\,\frac{k\,e^{-r}}{(1-r/2)e^{-r/2}+k\,e^{-r}} .$$

For $k\neq-1$ the last term tends to the finite value $3k/[8(1+k)]$ at the origin, so there is no $1/r^2$ term. For example, $k=-2$ gives $+0.75$ hartree.

A node requires $k=(r/2-1)e^{r/2}$. The right-hand side rises steadily from $-1$ at $r=0$, so there is one node for $k>-1$ and none for $k<-1$. As $k$ falls from 0 through $-0.5$ and $-0.9$ to $-0.99$, the node moves from 2.00 to 1.54, 0.78 and 0.27 bohr. At $k=-1$ it reaches the origin. On the way, for $k\neq0$, the denominator of $V_k$ vanishes at the node while the numerator does not, so the local potential has a pole there.

The $3/r^2$ barrier therefore belongs to the condition $\chi(0)=0$. It is not a general feature of Phillips–Kleinman pseudo-orbitals.

### Can it replace the Phillips–Kleinman operator?

It can for this orbital at this energy, but not in general.

First, $\chi$ is the lowest s state of $V$. Take a smooth trial function $w$ that vanishes near the origin and beyond some large radius, and write $w=ug$, which is allowed because $u$ has no node. Then

$$\frac12w'^2=\frac12\left[u'^2g^2+uu'(g^2)'+u^2g'^2\right].$$

Integrating the middle term by parts turns $uu'(g^2)'$ into $-(u'^2+uu'')g^2$. The $u'^2$ terms cancel. From the inversion, $(V-E_2)w^2=\frac12uu''g^2$, which cancels the $uu''$ term. What is left is

$$\int_0^\infty\left[\frac12w'^2+(V-E_2)w^2\right]dr=\frac12\int_0^\infty u^2g'^2\,dr\ge0 .$$

Such functions approximate any s function of finite energy, so no s level lies below $E_2$. For such a limit function $w$, the approximants and their derivatives converge in mean square on every finite interval away from the origin, where $u\neq0$, so $g'$ converges there too and the left side is still at least $\frac12\int u^2g'^2\,dr$. A state at exactly $E_2$ therefore needs constant $g$, that is $w\propto u$, so the level is not degenerate. Solving the radial problem in $V$ on a grid confirms this, with a lowest level of $-0.1250$ hartree and $\chi$ as its eigenfunction.

The two operators nevertheless have different spectra. The projector on 1s leaves all states with $l>0$ untouched, while the positive local term $3/(8D)$ raises them. Among the lowest s levels, two differences show:

- **At $E_2$.** The nonlocal operator has two s states at $-1/8$, the lifted 1s and 2s. The local potential has one.
- **At the next level.** The nonlocal operator leaves 3s at $-1/18\approx-0.0556$ hartree, because $\langle1s|3s\rangle=0$. The local correction $3/(8D)$ multiplies every function it meets and is not constant in $r$, so 3s is not an eigenfunction of $V$. The computed second s level of $V$ is $-0.0569$ hartree, which is 0.0013 hartree below 3s. This is not 3s lowered by a repulsive term. Because $V>-1/r$, the $n$-th s level of $V$ lies above the $n$-th s level of hydrogen, so this one-node state is bounded below by 2s at $-1/8$, and it is the third level of $V$ that must lie above $-1/18$.

The division by $\chi$ is what ties the potential to one state. Repeating the inversion for another orbital would, in general, give another potential.

## Computed results

```
mixing coefficient c = -0.353553
squared norm of chi = 1.125000
overlap of chi with 1s = -0.353553
coefficients of r^-2, r^-1, r^0, r^1 in V (a.u.): 3, -2, 7/48, -1/90
leading power of r in u = 3
r^2 V at r = 1e-6 bohr, linear zero = 1.00000 hartree bohr^2
V + 1/r at r = 20 bohr = 1.8917e-06 hartree
V + 1/r at r = 40 bohr = 4.0681e-11 hartree
V + 1/r near r = 0 for k = -2: 0.75000 hartree
V + 1/r near r = 0 for k = -0.5: -0.37500 hartree
node radius for k = 0.00: 2.0000 bohr
node radius for k = -0.50: 1.5361 bohr
node radius for k = -0.90: 0.7833 bohr
node radius for k = -0.99: 0.2703 bohr
r (bohr) | V | 3/r^2 | four-term series | -1/r (hartree)
 0.01 | 29800.14572 | 30000.00000 | 29800.14572 | -100.00000
 0.10 | 280.14473 | 300.00000 | 280.14472 | -10.00000
 0.50 | 8.14036 | 12.00000 | 8.14028 | -2.00000
 1.00 | 1.13506 | 3.00000 | 1.13472 | -1.00000
 2.00 | -0.12500 | 0.75000 | -0.12639 | -0.50000
 3.00 | -0.21762 | 0.33333 | -0.22083 | -0.33333
 4.00 | -0.20530 | 0.18750 | -0.21111 | -0.25000
 8.00 | -0.12272 | 0.04688 | -0.14618 | -0.12500
16.00 | -0.06248 | 0.01172 | -0.14523 | -0.06250
r^2 V at r = 0.01 bohr = 2.98001 hartree bohr^2
V = 0 at r = 1.6810 bohr
minimum at r = 3.1355 bohr = 1.6593 angstrom
V at minimum = -0.21820 hartree = -5.9375 eV
turning points: 2.0000 and 7.8414 bohr
lowest s level of local V = -0.1250000 hartree = -3.4014 eV
second s level of local V = -0.056888 hartree
bare hydrogen s levels (hartree): -0.500000, -0.125000, -0.055556
nonlocal operator s levels (hartree): -0.125000, -0.125000, -0.055556
second local level minus 3s level = -0.001332 hartree
```
